# Spreading resistance of a disc with uniform current injection

**Setting for all parts.** A conductor fills the half-space $z>0$. It is homogeneous, isotropic and ohmic, with resistivity $\rho$. Current $I$ enters through a disc of radius $a$ on the surface $z=0$; the rest of the surface is insulating. The current is steady, and the potential $V$ is zero at infinity. The density $J$ is the current per unit area entering the conductor, positive along $+z$.

## Part (a): the potential under uniform injection

**Question.** The current enters with uniform density $J=I/(\pi a^2)$. Find the surface potential $V(r)$ at distance $r\le a$ from the centre of the disc. Is the disc an equipotential?

**Model answer.** Start with a current $i$ injected at one surface point. It spreads radially, so at distance $d$ it crosses a hemisphere of area $2\pi d^2$. Radial flow runs along the surface and never through it, as the insulating condition requires. Ohm's law gives
$$
-\frac{dV}{dd}=\rho\,\frac{i}{2\pi d^2},\qquad V(d)=\int_d^\infty \frac{\rho i}{2\pi x^2}\,dx=\frac{\rho i}{2\pi d}.
$$
The equations are linear, so the contributions of all elements $J\,dA'$ add:
$$
V(r)=\frac{\rho}{2\pi}\int_{\rm disc}\frac{J\,dA'}{d}. \tag{1}
$$

Place polar coordinates $(s,\varphi)$ at the field point, with $\varphi$ measured from the line through the disc centre. Then $d=s$ and $dA'=s\,ds\,d\varphi$. The factor $s$ cancels, and (1) becomes an integral of $J$ along straight lines through the field point. The directions $\varphi$ and $\varphi+\pi$ together make one complete chord, so it is enough to let $\varphi$ run from $0$ to $\pi$:
$$
V(r)=\frac{\rho}{2\pi}\int_0^{\pi}d\varphi\int_{\rm chord}J\,dx. \tag{2}
$$

The chord passes the disc centre at distance $r\sin\varphi$. By Pythagoras its half-length is $h=\sqrt{a^2-r^2\sin^2\varphi}$. For uniform $J$ the inner integral is $2hJ$. The integrand is symmetric about $\varphi=\pi/2$, hence
$$
V(r)=\frac{\rho J}{\pi}\,2\int_0^{\pi/2}\sqrt{a^2-r^2\sin^2\varphi}\;d\varphi
=\frac{2\rho J a}{\pi}\,E(k),\qquad k=\frac ra, \tag{3}
$$
where $E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\varphi}\,d\varphi$ is the complete elliptic integral of the second kind with modulus $k$.

The disc is not an equipotential. At the centre $E(0)=\pi/2$ and $V=\rho Ja$. At the rim $E(1)=1$ and $V=2\rho Ja/\pi$. A central point has injected current close by on all sides, while a rim point has it on one side.

## Part (b): a resistance from the area average

**Question.** Since $V$ varies over the disc, define $R_u=\bar V/I$, where $\bar V$ is the average of $V$ over the disc area. Evaluate $R_u$ in closed form.

**Model answer.** With $r=ka$,
$$
\bar V=\frac{1}{\pi a^2}\int_0^a V(r)\,2\pi r\,dr
=2\int_0^1 V\,k\,dk
=\frac{4\rho Ja}{\pi}\int_0^1E(k)\,k\,dk .
$$
Insert the definition of $E$ and do the $k$ integral first. The integrand is continuous on a finite region, so the order may be exchanged. With $w=1-k^2\sin^2\varphi$, $dw=-2k\sin^2\varphi\,dk$, and
$$
\int_0^1k\sqrt{1-k^2\sin^2\varphi}\,dk
=\frac{1}{2\sin^2\varphi}\int_{\cos^2\varphi}^{1}\sqrt w\,dw
=\frac{1-\cos^3\varphi}{3\sin^2\varphi}.
$$
Write $c=\cos\varphi$. The numerator factors as $(1-c)(1+c+c^2)$, and $\sin^2\varphi=(1-c)(1+c)$. The factor $1-c$ cancels:
$$
\frac{1-c^3}{1-c^2}=\frac{1+c+c^2}{1+c}=c+\frac1{1+c}.
$$
Since $1/(1+\cos\varphi)=\tfrac12\sec^2(\varphi/2)$ has the antiderivative $\tan(\varphi/2)$,
$$
\int_0^1E(k)\,k\,dk=\frac13\Big[\sin\varphi+\tan\frac{\varphi}{2}\Big]_0^{\pi/2}=\frac13(1+1)=\frac23 .
$$
Therefore $\bar V=8\rho Ja/(3\pi)$. Division by $I=\pi a^2J$ gives
$$
R_u=\frac{8\rho}{3\pi^2a}=0.2702\,\frac{\rho}{a}. \tag{4}
$$
The inverse dependence on $a$ is fixed by dimensions: $\rho$ and $a$ are the only parameters, and $\rho/a$ is the only resistance they form.

## Part (c): comparison with an equipotential disc

**Question.** Consider instead the density
$$
J_e(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}} .
$$
Show that it carries total current $I$ and makes the disc an equipotential. Find the resistance $R_e$ and the ratio $R_u/R_e$. How would the comparison change if the centre or rim potential replaced the average?

**Model answer.** The total current is
$$
\int_0^aJ_e\,2\pi r\,dr=\frac Ia\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac Ia\Big[-\sqrt{a^2-r^2}\Big]_0^a=I .
$$
For the potential, use (2) again. Let $x$ be the position along a chord, measured from its midpoint. A point on the chord lies at distance $r'$ from the disc centre, with $r'^2=r^2\sin^2\varphi+x^2$. Thus $a^2-r'^2=h^2-x^2$, and
$$
\int_{-h}^{h}\frac{dx}{\sqrt{h^2-x^2}}=\pi
$$
for every chord, whatever its length. The integral over $\varphi$ supplies another factor $\pi$:
$$
V=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi\cdot\pi=\frac{\rho I}{4a},\qquad R_e=\frac{\rho}{4a}. \tag{5}
$$
This does not depend on $r$, so the disc is an equipotential.

No other solution has the same disc potential. The difference $u$ of two such solutions would vanish on the disc, carry no current through the remaining surface, and decay at infinity. Green's identity then gives $\int|\nabla u|^2dv=0$, so $u=0$ everywhere.

From (4) and (5),
$$
\frac{R_u}{R_e}=\frac{8}{3\pi^2}\cdot4=\frac{32}{3\pi^2}=1.081 .
$$
At equal $\rho$ and $a$, uniform injection with the area-averaged potential gives a resistance about 8 percent above the equipotential value.

The choice of average matters. The centre potential divided by $I$ is $\rho Ja/(\pi a^2J)=\rho/(\pi a)$, which is 27 percent above $R_e$. The rim potential gives $2\rho/(\pi^2a)$, which is 19 percent below $R_e$. Even the sign of the difference depends on the definition, so the area average needs a physical reason.

## Part (d): dissipation

**Question.** Relate $R_u$ to the power dissipated in the half-space. Then show, without using the values found above, that $R_u>R_e$.

**Model answer.** Inside the conductor $\mathbf j=-\nabla V/\rho$ and $\nabla\cdot\mathbf j=0$. The power per unit volume is $-\mathbf j\cdot\nabla V=-\nabla\cdot(V\mathbf j)$. Apply the divergence theorem. On $z=0$ the outward normal is $-\hat{\mathbf z}$, so the outward component of $\mathbf j$ is $-J$. On a distant hemisphere of radius $L$, $V\mathbf j$ falls as $L^{-3}$ while the area grows as $L^2$, so that surface contributes nothing. The two minus signs combine to
$$
P=\int_{\rm disc}VJ\,dA. \tag{6}
$$
For uniform $J$ this is $P=J\pi a^2\bar V=I\bar V$, so $R_u=P/I^2$. The area average is therefore the definition that reproduces the Joule heat in the half-space. For the equipotential disc $P_e=IV_e$, with $V_e=\rho I/(4a)$, so $R_e=P_e/I^2$ as well. The two resistances are compared on the same footing.

Now write any density carrying the same current as $J=J_e+\delta$, where $\int\delta\,dA=0$. By (1), the power is a double integral over the disc with the kernel $1/d$, which is symmetric in the two points. The two cross terms are therefore equal, and
$$
P=P_e+2\int\delta\,V_e\,dA+P[\delta]
=P_e+2V_e\int\delta\,dA+P[\delta]=P_e+P[\delta].
$$
The constant $V_e$ could be taken outside the integral because the disc is an equipotential under $J_e$. The last term is the Joule heat of the current pattern produced by $\delta$ alone. It is positive unless $\delta=0$. Uniform density differs from $J_e$, so $R_u>R_e$.

The equipotential distribution thus dissipates least in the half-space at fixed $I$. It crowds current towards the rim, where the current has more room to spread.

## Part (e): a contact that injects almost uniformly

**Question.** A metal disc at uniform potential $U$ touches the conductor through a thin ohmic interface of specific resistivity $\rho_c$ (resistance times area). Explain when the injection is nearly uniform, and find the leading correction to the density and to the total resistance. Evaluate the result for $\rho=0.01\ \Omega\,$cm, $a=5\ \mu$m, $\rho_c=10^{-4}\ \Omega\,$cm² and $I=20\ \mu$A. Could the 8 percent difference be seen in a measurement of the total resistance?

**Model answer.** The voltage drop across the interface is local, so
$$
U=\rho_cJ(r)+V(r). \tag{7}
$$
Average this over the disc at fixed $I$, with $\bar J=I/(\pi a^2)$ and angle brackets for the area average: $U=\rho_c\bar J+\langle V\rangle$. Subtraction from (7) gives
$$
J(r)-\bar J=\frac{\langle V\rangle-V(r)}{\rho_c}.
$$
The potential differences on the right are of order $\rho\bar Ja$. The relative variation of $J$ is therefore of order $\rho a/\rho_c$, and injection is nearly uniform when $\rho_c\gg\rho a$. To first order the uniform-injection potential $V_u$ may be used on the right:
$$
\frac{\delta J(r)}{\bar J}=\frac{\rho a}{\rho_c}\left[\frac{8}{3\pi}-\frac2\pi E(k)\right]. \tag{8}
$$

The total resistance is $U/I=\rho_c/(\pi a^2)+\langle V\rangle/I$. The change $\delta J$ adds a potential $V_\delta$. Symmetry of the kernel in (1) gives $\int\bar JV_\delta\,dA=\int\delta J\,V_u\,dA$, hence
$$
\langle V_\delta\rangle=\frac{\langle\delta J\,V_u\rangle}{\bar J}
=\frac{\langle(\bar V_u-V_u)V_u\rangle}{\rho_c\bar J}
=-\frac{\langle V_u^2\rangle-\bar V_u^2}{\rho_c\bar J}.
$$
The numerator is the area variance of $V_u$. Numerical integration of (3) gives it as $0.00974\,(\rho\bar Ja)^2$. Dividing by $I=\pi a^2\bar J$,
$$
R_{\rm tot}\simeq\frac{\rho_c}{\pi a^2}+\frac{8\rho}{3\pi^2a}-0.00974\,\frac{\rho^2}{\pi\rho_c}. \tag{9}
$$

For the given values $\rho/a=0.01/(5\times10^{-4})=20\ \Omega$, so
$$
R_u=0.27019\times20=5.40\ \Omega,\qquad R_e=0.25\times20=5.00\ \Omega .
$$
The gap is $0.40\ \Omega$. Since $\rho_c/(\rho a)=20$, equation (8) predicts a density 0.76 percent below the mean at the centre and 1.06 percent above it at the rim. The last term of (9) is $-0.0031\ \Omega$. A numerical solution of (7) on 40 concentric rings gives the same shift to two figures. Uniform injection is thus a good approximation here.

The same condition makes the interface dominate the total:
$$
\frac{\rho_c}{\pi a^2}=\frac{10^{-4}}{\pi(5\times10^{-4})^2}=127.3\ \Omega,\qquad R_{\rm tot}\simeq132.7\ \Omega .
$$
The gap is 0.30 percent of this. A small error in the radius can imitate it. Differentiating the first two terms of (9) gives $|dR_{\rm tot}|=(2\times127.3+5.4)\,|da|/a$. Setting this equal to $0.404\ \Omega$ yields $|da|/a=0.16$ percent, or about 8 nm. An error of 0.32 percent in $\rho_c$, or of about 7.5 percent in $\rho$, has the same effect. One measurement of total resistance therefore reveals the difference only if all three quantities are known to clearly better than these limits.

In the opposite limit, $\rho_c\ll\rho a$, equation (7) reduces to $V(r)=U$. The density approaches $J_e$ and the spreading resistance approaches $\rho/(4a)$. Expansion (9) does not apply there.

## Part (f): finite thickness and a real contact

**Question.** The conductor is a wide wafer of thickness $t=500\ \mu$m with a grounded back plane. Find the leading change of $R_u$ and $R_e$ for $t\gg a$. Then judge how well the model of part (e) describes a small metal contact on a heavily doped semiconductor wafer at 300 K.

**Model answer.** A surface source $i$ on a half-space has the potential of a source $2i$ in an unbounded medium, because $\rho(2i)/(4\pi d)=\rho i/(2\pi d)$. Repeated reflection in the insulating plane $z=0$ (same sign) and the grounded plane $z=t$ (opposite sign) produces images $2i(-1)^n$ at $z=\pm2nt$, $n=1,2,\dots$ For $t\gg a$ every point of the disc is at nearly the same distance $2nt$ from such an image. The two images of order $n$ together contribute
$$
2\times\frac{\rho\,(2i)(-1)^n}{4\pi\,(2nt)}=\frac{\rho i}{2\pi t}\,\frac{(-1)^n}{n}.
$$
With $\sum_{n\ge1}(-1)^n/n=-\ln2$ and total current $I$,
$$
\Delta R=-\frac{\rho\ln2}{2\pi t}=-\frac{0.01\times0.693}{2\pi\times0.05}=-0.022\ \Omega .
$$
This is $-0.41$ percent of $R_u$. The shift is negative because the current reaches ground sooner. To leading order it is the same for both densities, so it leaves the gap unchanged.

**The real contact.** The parameters are rough values for such a device, but $\rho_c=10^{-4}\ \Omega\,$cm² is high for a well-made ohmic contact. If $\rho_c$ is far below $\rho a=5\times10^{-6}\ \Omega\,$cm², uniform injection fails and the spreading resistance falls from 5.40 towards $5.00\ \Omega$. Linearity of the interface is a second concern. Its voltage is 2.5 mV, or $y=0.099$ in units of $k_BT/q$, with $k_B$ the Boltzmann constant and $q$ the elementary charge. If its current followed the law $e^{qV/k_BT}-1$, the forward resistance would be lowered by the factor $\ln(1+y)/y\simeq1-y/2$. That is about 5 percent of $127\ \Omega$, or 6 Ω, much more than the gap. In a heavily doped contact much of the current tunnels through the barrier, which weakens the effect. A WKB tunnelling estimate that includes thermally excited carriers, with the rough parameters given below, puts it at roughly 2 to 3 percent. This is still several times the gap. A smaller current reduces this error in proportion.

Other effects can be sized with rough carrier parameters: mobility 120 cm²/(V s), effective mass 0.3 electron masses, relative permittivity 12 and barrier 0.6 V. They give a carrier density of about $5\times10^{18}$ cm⁻³, a mean free path near 4 nm and a depletion width near 12 nm. Both lengths are below 0.3 percent of $a$, which supports local Ohm's law and a thin interface. The barrier of 0.6 V serves only as a high value for the depletion width. At this doping, the same tunnelling estimate, without image-force lowering of the barrier, gives $\rho_c=10^{-4}\ \Omega\,$cm² for a barrier of about 0.36 V, and the depletion layer is then thinner still. This barrier is sensitive to the inputs: image-force lowering raises it by about 0.04 V, and silicon-like values (tunnelling mass 0.19, Richardson mass 2.1, density-of-states mass 1.08) give about 0.46 V without image force. With mass 0.3, a barrier of 0.6 V would give $\rho_c$ near $0.1\ \Omega\,$cm². A low $\rho_c$ at this doping therefore needs a low barrier or a more heavily doped surface layer, which the homogeneous model does not include. If 0.3 electron masses is also the density-of-states mass, the carrier density is 1.3 times the effective density of states of the band, and the carriers are weakly degenerate. In silicon the density-of-states mass is near 1 electron mass, the ratio is about 0.2, and the carriers are not degenerate. The degree of degeneracy affects the value of $\rho$, but not the geometrical factors once $\rho$ is given.

Current through the junction also carries Peltier heat $STI$. For a Seebeck coefficient of magnitude $|S|=0.3$ mV/K this is 1.8 μW, against 0.05 μW of Joule heat. The heat is released at the junction when the majority carriers flow from the wafer into the metal (for an n-type wafer, $S<0$, with current entering it), and absorbed for the opposite direction. Suppose all of it is exchanged with the wafer, uniformly over the disc. Heat flow obeys the same equations as current, with $1/\kappa$ in place of $\rho$, where $\kappa$ is the thermal conductivity. For $\kappa=1$ W/(cm K) the thermal spreading resistance is $8/(3\pi^2\kappa a)=540$ K/W, and the mean temperature changes by about 1 mK, up or down according to the current direction. The Peltier part of this change produces a Seebeck voltage proportional to $I$, which for either sign of $S$ and either direction adds to $R_u$ the fraction
$$
\frac{S^2T}{\kappa\rho}=\frac{(3\times10^{-4})^2\times300}{1\times0.01}=0.27\ \text{percent}.
$$
This is 3.6 percent of the gap. For these numbers the interface, through its size and its possible nonlinearity, limits the measurement far more than heating or finite thickness does. The numerical output lists the assumed parameters and the main derived values, but not the tunnelling estimates.

## Table of computed values

```
R_uniform, formula: 0.270190 rho/a
R_uniform, direct sum: 0.270190 rho/a
R_uniform, Bessel road: 0.270190 rho/a
R_equi, formula: 0.2500 rho/a
R_equi, ring solution: 0.2500 rho/a
ratio R_uniform/R_equi: 1.08076
centre potential / I: 0.3183 rho/a
rim potential / I: 0.2026 rho/a
centre value over R_equi: 1.2732
rim value over R_equi: 0.8106
resistivity: 0.01 ohm cm
disc radius: 5 um
interface resistivity: 0.0001 ohm cm2
wafer thickness: 500 um
current: 20 uA
temperature: 300 K
current density: 25.46 A/cm2
field under disc, rho J: 0.255 V/cm
R_uniform: 5.4038 ohm
R_equi: 5.0000 ohm
gap: 0.4038 ohm
mean disc potential: 108.08 uV
centre potential: 127.32 uV
rim potential: 81.06 uV
interface resistance: 127.32 ohm
interface + R_uniform: 132.73 ohm
gap / total: 0.304 %
radius error imitating gap: 0.155 %
same radius error: 7.8 nm
rho_c/(rho a): 20.0
J change at centre: -0.76 %
J change at rim: 1.06 %
variance of V/(rho J a): 0.00974
nonuniformity shift: -0.00310 ohm
same, ring solution: -0.00307 ohm
back-plane shift: -0.0221 ohm
back-plane shift / R_uniform: -0.41 %
interface voltage: 2.55 mV
interface voltage/(kT/q): 0.099
assumed mobility: 120 cm2/Vs
assumed mass: 0.3 electron masses
assumed permittivity: 12; barrier: 0.6 V
carrier density: 5.20e+18 cm^-3
carriers / band density of states: 1.26
mean free path: 4.4 nm
mean free path / radius: 0.00087
depletion width: 12.4 nm
depletion width / radius: 0.00247
assumed thermal conductivity: 1.0 W/(cm K)
assumed Seebeck coefficient: 0.3 mV/K
thermal spreading resistance: 540 K/W
Joule heat: 0.0531 uW
Peltier heat: 1.80 uW
temperature rise bound: 1.00 mK
thermoelectric part of R_uniform: 0.27 %
thermoelectric part / gap: 3.6 %
```
